\section*{Out-of-plane ordering temperature of a ferroelectric film under biaxial compression}

\section{Problem}

A cubic ferroelectric is grown as a thin film with its cube axes 1 and 2 in the plane and axis 3 along the normal. The substrate fixes equal in-plane strains $e_1=e_2=u$, without shear, and the top surface is free. The film has a single domain and lies between short-circuited ideal electrodes, so the electric field in it is zero. Compression is negative: $u=-0.010$. The given data are
\[
Q_{12}=-0.043\ \mathrm{m^4/C^2},\qquad C=150\,000\ \mathrm{K},\qquad S\equiv s_{11}+s_{12}=5.6\ \mathrm{TPa^{-1}} .
\]
Here $s_{ij}$ are elastic compliances at fixed polarisation, $Q_{ij}$ are electrostrictive coefficients defined by strain $=QP^2$, and $C$ is the Curie constant of the stress-free crystal.

By how much does the compression raise the temperature at which polarisation $P$ appears along the normal, compared with the same clamped film at $u=0$? Under what condition is this the temperature of actual ordering, and not merely the limit of stability of the unpolarised state?

The stress-free crystal is described by the mean-field energy density
\begin{equation}
f_0=a_1P^2+a_{11}P^4+a_{111}P^6,\qquad a_1=\frac{T-T_0}{2\varepsilon_0C},\qquad a_{111}>0 .
\label{landau}
\end{equation}
The factor 2 follows from the definition of $C$. The field is $E=\partial f_0/\partial P\simeq 2a_1P$ at small $P$, so the susceptibility is $P/(\varepsilon_0E)=1/(2\varepsilon_0a_1)=C/(T-T_0)$. The relative permittivity exceeds this by one, which is negligible when $C/(T-T_0)$ is large.

\section{A tempting solution}

Polarisation along the normal gives the crystal a spontaneous in-plane strain $Q_{12}P^2$. The substrate holds the strain at $u$, so the elastic part is $u-Q_{12}P^2$. Under equal biaxial stress $\sigma$ with a free surface, the elastic in-plane strain is $(s_{11}+s_{12})\sigma$, and the biaxial modulus is therefore $1/S$. Treating the film as a spring with this modulus, one writes
\begin{equation}
f_{\rm spring}=\frac12\,\frac{(u-Q_{12}P^2)^2}{S}
=\frac{u^2}{2S}-\frac{Q_{12}u}{S}P^2+\frac{Q_{12}^2}{2S}P^4 .
\label{wrong}
\end{equation}
The coefficient of $P^2$ in the total energy vanishes when
\[
\frac{T-T_0}{2\varepsilon_0C}=\frac{Q_{12}u}{S},
\qquad\text{so}\qquad
T-T_0=\frac{2\varepsilon_0CQ_{12}u}{S}\approx 204\ \mathrm{K}.
\]
The sign is right, the units are right and the modulus is right. The answer is nevertheless wrong.

\section{Where it fails}

The fault is the factor $\tfrac12$ in (\ref{wrong}). The modulus $1/S$ relates the stress along one axis to the strain along that axis, but two stress components do work. Take an unpolarised film and increase its in-plane strain $e$ from zero to $u$. Because $\sigma_3=0$, the normal strain contributes no work, and
\[
dW=\sigma_1\,de_1+\sigma_2\,de_2=2\sigma\,de=\frac{2e}{S}\,de,
\qquad
W=\int_0^u\frac{2e}{S}\,de=\frac{u^2}{S}.
\]
The spring formula gives half of this. It has counted the work along one in-plane axis and left out the equal work along the other.

\section{The energy of the clamped film}

With polarisation along axis 3, the strains are
\begin{align}
e_1&=Q_{12}P^2+s_{11}\sigma_1+s_{12}\sigma_2+s_{12}\sigma_3,\nonumber\\
e_2&=Q_{12}P^2+s_{12}\sigma_1+s_{11}\sigma_2+s_{12}\sigma_3,\nonumber\\
e_3&=Q_{11}P^2+s_{12}\sigma_1+s_{12}\sigma_2+s_{11}\sigma_3 .
\label{strains}
\end{align}
The free surface requires $\sigma_3=0$. Subtracting the second line from the first, with $e_1=e_2$, gives $(s_{11}-s_{12})(\sigma_1-\sigma_2)=0$. A stable crystal has $s_{11}>s_{12}$, so the two stresses are equal. Either line then gives
\begin{equation}
\sigma=\frac{u-Q_{12}P^2}{S}.
\label{stress}
\end{equation}
The elastic energy density is half the sum of each stress times its elastic strain:
\begin{equation}
f_{\rm el}=\frac12\left[\sigma(u-Q_{12}P^2)+\sigma(u-Q_{12}P^2)+0\right]
=\frac{(u-Q_{12}P^2)^2}{S}.
\label{elastic}
\end{equation}

The quantity to be minimised over $P$ is $F=f_0+f_{\rm el}$. The substrate holds the in-plane strain fixed and does no work when $P$ changes, the free surface carries no stress, and the short circuit makes the electrical term $-EP$ vanish. The elastic term is zero in a stress-free crystal, so $a_{11}$ and $a_{111}$ keep their stress-free values and nothing is counted twice.

Expanding the square gives
\[
f_{\rm el}=\frac{u^2}{S}-\frac{2Q_{12}u}{S}P^2+\frac{Q_{12}^2}{S}P^4 ,
\]
and hence
\begin{equation}
F=\frac{u^2}{S}+a_3^*P^2+a_{33}^*P^4+a_{111}P^6,
\label{film}
\end{equation}
\begin{equation}
a_3^*=\frac{T-T_0}{2\varepsilon_0C}-\frac{2Q_{12}u}{S},
\qquad
a_{33}^*=a_{11}+\frac{Q_{12}^2}{S}.
\label{coeffs}
\end{equation}

\section{The rise in temperature}

The unpolarised film loses stability against $P$ when $a_3^*=0$. Multiplying that condition by $2\varepsilon_0C$ gives
\begin{equation}
T_3(u)=T_0+\frac{4\varepsilon_0CQ_{12}u}{S}.
\label{main}
\end{equation}
For the numbers, start with the stress at $P=0$:
\[
\sigma_0=\frac{u}{S}=\frac{-0.010}{5.6\times10^{-12}\ \mathrm{Pa^{-1}}}
=-1.786\times10^{9}\ \mathrm{Pa},
\]
which is $-1.79$ GPa. The strain term in $a_3^*$ is
\[
-2Q_{12}\sigma_0=-2(-0.043)(-1.786\times10^9)
=-1.536\times10^8\ \mathrm{J\,m/C^2}.
\]
With $2\varepsilon_0C=2.656\times10^{-6}\ \mathrm{K\,C^2/(J\,m)}$,
\[
T_3-T_0=(2.656\times10^{-6})(1.536\times10^8)\ \mathrm{K}=408\ \mathrm{K}\approx410\ \mathrm{K}.
\]

The sign has a direct mechanical reading. Since $Q_{12}<0$, polarisation along the normal makes the crystal want to contract in the plane. The substrate is already compressing it, so polarising relieves part of the stored elastic energy. This gain offsets the cost $a_1P^2$ up to a higher temperature.

The compressed film also elongates along its normal. From the third line of (\ref{strains}), $e_3=2s_{12}\sigma_0$ at $P=0$. With the model values $s_{11}=8.0$ and $s_{12}=-2.4\ \mathrm{TPa^{-1}}$, this is $+0.857\%$. The elongation must not be added as a second driving term with $Q_{11}$: it occurs at zero normal stress, and $Q_{11}$ does not appear in (\ref{main}).

\section{Is it the ordering temperature?}

Vanishing curvature at $P=0$ does not by itself exclude a polarised state of lower energy at a still higher temperature. Let $x=P^2$ and write the energy change on polarising, divided by $x$, as
\[
\frac{F(P)-F(0)}{x}=a_3^*+a_{33}^*x+a_{111}x^2 .
\]

If $a_{33}^*>0$, the right side is positive for every $x>0$ as long as $a_3^*\ge0$. No polarised state then has lower energy above $T_3$. Just below $T_3$ the minimum lies at $x\simeq-a_3^*/(2a_{33}^*)$, which grows from zero. The transition is continuous and occurs at $T_3$.

If $a_{33}^*<0$, the right side has its minimum at $x=-a_{33}^*/(2a_{111})$, where it equals $a_3^*-a_{33}^{*2}/(4a_{111})$. This reaches zero while $a_3^*$ is still positive. Since $a_3^*=(T-T_3)/(2\varepsilon_0C)$, the film orders discontinuously at
\begin{equation}
T_{\rm ord}=T_3+2\varepsilon_0C\,\frac{a_{33}^{*2}}{4a_{111}}
=T_3+\frac{\varepsilon_0C\,a_{33}^{*2}}{2a_{111}} .
\label{first}
\end{equation}

Among states polarised along the normal, the condition asked for is therefore $a_{11}+Q_{12}^2/S>0$ (at equality the transition is still at $T_3$). Clamping contributes $Q_{12}^2/S=3.30\times10^8\ \mathrm{J\,m^5/C^4}$. As a worked case take $T_0=390$ K, $a_{11}=-2.0\times10^8\ \mathrm{J\,m^5/C^4}$ and $a_{111}=3.0\times10^9\ \mathrm{J\,m^9/C^6}$. Then $a_{33}^*=+1.30\times10^8\ \mathrm{J\,m^5/C^4}$, and the film orders continuously at $390+408=798$ K. A direct numerical search over amplitudes of polarisation along the normal, with elastic equilibrium solved from the compliance matrix, gives 797.9 K at $u=-0.010$ and 390.0 K at $u=0$.

The missing half of the elastic energy would have spoiled this conclusion too. Equation (\ref{wrong}) adds only $1.65\times10^8$ to the quartic coefficient, leaving it at $-0.35\times10^8\ \mathrm{J\,m^5/C^4}$, and so predicts a discontinuous transition.

The stress-free crystal has no clamping term. Equation (\ref{first}), with $a_{11}$ for $a_{33}^*$ and $T_0$ for $T_3$, puts its discontinuous transition 8.9 K above $T_0$, at 398.9 K. Measured from that crystal, the rise is 399 K. The 408 K is measured from the clamped film at zero misfit.

A film with $a_{11}=-5.0\times10^8\ \mathrm{J\,m^5/C^4}$ and the other parameters unchanged shows the condition failing. Now $a_{33}^*=-1.70\times10^8\ \mathrm{J\,m^5/C^4}$, and ordering comes 6.4 K above the instability. The same energy search confirms this offset.

\section{Two related cases}

\subsection*{Fixed stress instead of fixed strain}

Suppose a loading device holds the in-plane stress at $\sigma_0$ and lets the strain adjust. The device now does work, so the potential is $F-2\sigma_0e$, where $e=Q_{12}P^2+S\sigma_0$ is the in-plane strain. The elastic energy is $S\sigma_0^2$, and
\[
f_0+S\sigma_0^2-2\sigma_0(Q_{12}P^2+S\sigma_0)
=f_0-2\sigma_0Q_{12}P^2-S\sigma_0^2 .
\]
With $\sigma_0=u/S$, the quadratic coefficient is the one in (\ref{coeffs}), so the instability again shifts by 408 K. The quartic coefficient, however, remains $a_{11}$. In the worked case the transition is then discontinuous and lies 8.9 K above $T_3$, near 807 K. In this case the clamp changes the order of the transition, because the stress in (\ref{stress}) varies as $P$ grows; a constant load has no such feedback.

\subsection*{Polarisation in the plane}

An in-plane polarisation $P_1$ gives spontaneous strains $Q_{11}P_1^2$ along axis 1 and $Q_{12}P_1^2$ along axis 2. The elastic in-plane strains are $d_1=u-Q_{11}P_1^2$ and $d_2=u-Q_{12}P_1^2$. With $\sigma_3=0$ and cubic symmetry, the elastic energy has the form $\frac12\alpha(d_1^2+d_2^2)+\beta d_1d_2$, so that $\sigma_1=\alpha d_1+\beta d_2$. Equal strains must reproduce $\sigma=d/S$, hence $\alpha+\beta=1/S$. The terms linear in $P_1^2$ are
\[
-\alpha u(Q_{11}+Q_{12})P_1^2-\beta u(Q_{11}+Q_{12})P_1^2
=-\frac{u(Q_{11}+Q_{12})}{S}P_1^2 .
\]
Adding $a_1P_1^2$ and setting the total coefficient to zero gives
\begin{equation}
T_1(u)=T_0+\frac{2\varepsilon_0C(Q_{11}+Q_{12})u}{S}.
\label{inplane}
\end{equation}
For the model value $Q_{11}=0.10\ \mathrm{m^4/C^2}$, the sum $Q_{11}+Q_{12}=0.057\ \mathrm{m^4/C^2}$ is positive. Compression of one percent shifts this instability by $-270$ K, to 120 K, so on cooling the unpolarised film becomes unstable along the normal first. Under tension both shifts change sign and the in-plane instability comes first.

Equation (\ref{inplane}) concerns the unpolarised state. Once $P$ is finite, the onset of an in-plane component also depends on coefficients that couple the two components. Those coefficients would also be needed to rule out a discontinuous jump to an in-plane or oblique state, which is not done here.

\section{Polarisation at 300 K}

Setting the derivative of (\ref{film}) with respect to $x=P^2$ to zero gives $a_3^*+2a_{33}^*x+3a_{111}x^2=0$. The positive root is
\[
P^2=\frac{-a_{33}^*+\sqrt{a_{33}^{*2}-3a_3^*a_{111}}}{3a_{111}} .
\]
At 300 K, $a_3^*=(300-797.9)/(2.656\times10^{-6})=-1.875\times10^8\ \mathrm{J\,m/C^2}$. The square root is $1.305\times10^9$, so
\[
P^2=\frac{-0.130\times10^9+1.305\times10^9}{9.0\times10^9}\ \mathrm{C^2/m^4}=0.1306\ \mathrm{C^2/m^4},
\]
and $P=0.361\ \mathrm{C/m^2}$, or $36\ \mathrm{\mu C/cm^2}$.

\section{What can move the result}

\subsection*{Imperfect screening}

Let the film have thickness $d=50$ nm, and let each electrode act as a vacuum gap of effective thickness $\lambda=0.010$ nm. The displacement $D=\varepsilon_0E+P$ is continuous, and the short circuit requires the voltages to sum to zero:
\[
Ed+\frac{2\lambda D}{\varepsilon_0}=0
\quad\Rightarrow\quad
E(d+2\lambda)=-\frac{2\lambda P}{\varepsilon_0}.
\]
At small $P$, equilibrium requires $E=2a_3^*P$. The instability therefore occurs at $a_3^*=-\lambda/[\varepsilon_0(d+2\lambda)]$, and multiplication by $2\varepsilon_0C$ gives the shift
\[
\Delta T=-\frac{2C\lambda}{d+2\lambda}
=-\frac{2(150\,000)(0.010)}{50.02}\ \mathrm{K}=-60\ \mathrm{K}.
\]
The single-domain instability then lies at 738 K. A tiny gap matters because $C$ is large. The shift does not depend on $u$: the same electrodes lower the normal instability of the zero-misfit film to 330 K, so the difference caused by compression is still 408 K. The uniform state is also no longer the first to appear. A striped domain pattern avoids much of the depolarising cost; for gradient coefficients between $2\times10^{-11}$ and $3\times10^{-10}\ \mathrm{J\,m^3/C^2}$ a linear analysis puts its onset between about 780 and 750 K, with a period of 10--30 nm. With the ideal-electrode polarisation at 300 K, the depolarising field is 0.16 MV/cm, about one sixth of a rough breakdown scale of 1 MV/cm, and about a quarter of the intrinsic coercive field of the model, 0.68 MV/cm.

\subsection*{Misfit dislocations}

Suppose dislocations reduce the compression from $|u|$ to $e$. Two crossed arrays, each with $(|u|-e)/b$ lines per unit length, then lie at the interface. In isotropic elasticity, take the energy per length of a line as $\mu b^2L/[4\pi(1-\nu)]$ with $L=\ln(d/b)+1$, where $b$ is the Burgers vector, $\mu$ the shear modulus and $\nu$ Poisson's ratio. The energy per area is
\[
w=\frac{e^2d}{S}+\frac{2(|u|-e)}{b}\,\frac{\mu b^2L}{4\pi(1-\nu)} .
\]
Setting $dw/de=0$ gives $e=S\mu bL/[4\pi(1-\nu)d]$. Since $S=s_{11}(1-\nu)$ and $\mu=1/[2s_{11}(1+\nu)]$,
\[
e=\frac{b\,[\ln(d/b)+1]}{8\pi(1+\nu)d}.
\]
For $b=0.4$ nm and $\nu=0.30$, this formula gives a compression of 0.143\% at 50 nm, which would leave a rise of 58 K. It overestimates the residual strain, because it uses the logarithm of an isolated line while the line spacing, about 47 nm, is comparable to $d$. Summing the elastic field of the periodic array under the free surface, with the same core, gives about 0.04\% and 17 K; core radii two to four times smaller give 24 to 31 K. The onset of relaxation involves widely spaced lines and is not affected by this screening. Full coherence at one percent is the equilibrium state only below about 4 nm. The 408 K rise in a 50 nm film thus presumes that dislocations have been kept out kinetically.

\subsection*{Thermal expansion and nonlinear elasticity}

Let the misfit be $u_0=-0.010$ at $T_0$, and let the substrate expand faster than the film by $g$ per kelvin. With $K=4\varepsilon_0CQ_{12}/S=-4.08\times10^4$ K, the rise satisfies
\[
\Delta T=K(u_0+g\,\Delta T)
\quad\Rightarrow\quad
\Delta T=\frac{Ku_0}{1-Kg}.
\]
For $g=+2\times10^{-6}\ \mathrm{K^{-1}}$ the rise is 377 K; for the opposite sign it is 444 K. Formula (\ref{main}) remains correct if $u$ is the strain present at $T_3$ itself. Nonlinear elasticity is estimated more crudely: an assumed relative change of 5 per unit strain in the strain coupling, chosen only for illustration, would give $5\times0.010\times408\approx20$ K, of undetermined sign.

\section{Comparison with real films}

The parameters are rough typical values for barium titanate, whose bulk crystal orders near 400 K, and coherent films of it on closely matched oxide substrates are the corresponding real case. A compression of one percent is attainable there, though in a 50 nm film it is far above the equilibrium value of roughly 0.04 to 0.14\% estimated above. The rise is proportional to $CQ_{12}/S$, and these constants are uncertain: $Q_{12}=-0.034\ \mathrm{m^4/C^2}$, $C=1.37\times10^5$ K and $S=5.9\ \mathrm{TPa^{-1}}$ would give 279 K, while $C=1.71\times10^5$ K with the present $Q_{12}$ and $S$ would give 465 K. The model also assumes that the Curie--Weiss law and the constant coefficients hold some 400 K above $T_0$, so 798 K is an extrapolation and not a prediction for a particular film. Of the departures from the model estimated here, strain relaxation lowers the ordering temperature most: relaxation to equilibrium would cut the rise from 408 K to a few tens of kelvin. Screening alone, at fixed strain, would put the single-domain instability 348 K above $T_0$ instead of 408 K; a thermal mismatch $g$ above about $4\times10^{-6}\ \mathrm{K^{-1}}$ would cost more than this. Ordering into a single domain nearly 408 K above $T_0$ therefore requires a film that stays coherent up to the ordering temperature and electrodes whose $\lambda/d$ is small compared with $\Delta T/(2C)$, about $1.4\times10^{-3}$ here.

\section*{Table of computed values}
\begin{verbatim}
Q12 = -0.043 m^4/C^2
Q11 (model) = 0.10 m^4/C^2
Curie constant = 150000 K
s11+s12 = 5.6 per TPa
s11, s12 (model) = 8.0, -2.4 per TPa
in-plane strain = -1.0 %
T0 (model) = 390 K
a11 stress-free (model) = -2.00e+08 J m^5/C^4
a111 (model) = 3.00e+09 J m^9/C^6
in-plane stress at P=0 = -1.786 GPa
normal strain at P=0 = 0.857 %
strain term in P^2 coefficient = -1.536e+08 J m/C^2
2 eps0 C = 2.6563e-06 K C^2/(J m)
RISE of out-of-plane instability = 407.9 K
instability temperature of strained film = 797.9 K
ordering by energy search, strained film = 797.9 K
ordering by energy search, zero misfit = 390.0 K
ordering by energy search, stress-free = 398.9 K
rise relative to stress-free crystal = 399.1 K
clamping part of quartic = 3.302e+08 J m^5/C^4
clamped quartic a33* = 1.302e+08 J m^5/C^4
counter-case a11 = -5.00e+08 J m^5/C^4
counter-case a33* = -1.698e+08 J m^5/C^4
counter-case ordering above instability = 6.38 K
in-plane instability shift = -270.4 K
in-plane instability temperature = 119.6 K
temperature of use = 300 K
polarisation at use = 36.1 uC/cm2
film thickness = 50 nm
effective screening length = 0.010 nm
screening shift, single domain = -60.0 K
ordering with imperfect screening = 737.9 K
depolarising field at use = 0.163 MV/cm
rough breakdown scale (chosen) = 1.0 MV/cm
field / breakdown scale = 0.163
Burgers vector (model) = 0.4 nm
Poisson ratio = 0.30
equilibrium critical thickness = 4.06 nm
equilibrium residual compression = 0.143 %
rise left after full relaxation = 58.2 K
expansion difference (chosen) = 2.0 per MK
rise, substrate expands more = 377.2 K
rise, substrate expands less = 444.2 K
relative nonlinearity per strain (chosen) = 5
nonlinear elasticity, rough size = 20 K
\end{verbatim}
